# Phonon compatibility relations and branch crossings in the diamond structure

**Question**

I have density functional perturbation theory (DFPT) phonons for a crystal with the diamond structure, along \(\Delta\) (from \(\Gamma\) to X along [100]) and along \(\Sigma\) (from \(\Gamma\) along [110], through K, to a point equivalent to X). My plotting script sorts the six frequencies at each wave vector and joins equal ranks, so every crossing is drawn as a near miss.

I know that the \(\Gamma\) modes are an acoustic and an optical triplet. I get stuck on the operations that contain a fractional translation: I don't know what characters to give them, or what happens at X. How do I derive the compatibility relations, and how do I decide which crossings are real and which must be avoided?

**Answer**

Give each branch a symmetry label that stays fixed along the line, then ask whether the dynamical matrix can couple two branches. I assume harmonic phonons and a nonmagnetic ground state with the full crystal symmetry. Inversion exchanges the two atoms and leaves a Born charge tensor unchanged, so their Born charges are equal; the charges sum to zero, hence both vanish, and no nonanalytic LO–TO term arises.

**1. The fractional translations**

Put atom A at the origin and atom B at \(\tau=(a/4)(1,1,1)\). Write the displacements with the phase at the actual atomic position,

\[
u(r)=e_\kappa\,e^{ik\cdot r},\qquad \kappa=A,B .
\]

An operation \(\{R|t\}\) moves \(r\) to \(r'=Rr+t\) and rotates the displacement. Since \(k\cdot R^{-1}(r'-t)=Rk\cdot(r'-t)\),

\[
u'(r')=R\,e_\kappa\,e^{iRk\cdot r'}e^{-iRk\cdot t}.
\]

If \(Rk=k+G\), with \(G\) a reciprocal lattice vector, comparison with the original form gives

\[
e'_{\kappa'}=e^{-iRk\cdot t}\,e^{iG\cdot r_{\kappa'}}\,R\,e_\kappa ,
\]

where \(\kappa'\) is the sublattice on which the atom lands. This operation commutes with the dynamical matrix \(D(k)\).

Inside either line \(G=0\). The remaining factor \(e^{-ik\cdot t}\) is common to all six components and can be removed. What is left rotates the displacement and, for some operations, swaps A and B: an ordinary point-group representation.

Each cubic operation is a permutation of \(x,y,z\) with signs. If the product of the signs is \(+1\), the four bond directions map onto themselves, the sublattices are kept and \(t=0\). If it is \(-1\), the sublattices are swapped and \(t=\tau\). A swap has no diagonal blocks, so its trace is zero; otherwise the trace is \(2\,\mathrm{tr}R\).

**2. Labels on \(\Delta\)**

For \(k=(2\pi/a)(q,0,0)\) the operations are the identity, \(C_2\) about \(x\), two \(C_4\), two mirrors \(\sigma_v\) (\(y\to-y\), \(z\to-z\)) and two \(\sigma_d\) (\(y\leftrightarrow\pm z\)). The \(C_4\) and \(\sigma_v\) swap sublattices.

| | \(E\) | \(C_2\) | \(2C_4\) | \(2\sigma_v\) | \(2\sigma_d\) |
|---|---|---|---|---|---|
| \(\Delta_1\) | 1 | 1 | 1 | 1 | 1 |
| \(\Delta_2'\) | 1 | 1 | −1 | −1 | 1 |
| \(\Delta_5\) | 2 | −2 | 0 | 0 | 0 |
| phonons | 6 | −2 | 0 | 0 | 2 |

Character orthogonality gives

\[
n_{\Delta_1}=n_{\Delta_2'}=\frac{6-2+2\cdot2}{8}=1,\qquad
n_{\Delta_5}=\frac{12+4}{8}=2 .
\]

These use up all six dimensions. Motion along \(x\) with A and B in phase is \(\Delta_1\); in antiphase it acquires \(-1\) under each swap and is \(\Delta_2'\). Both transverse pairs are \(\Delta_5\). At \(\Gamma\) the acoustic modes are in phase and the optical modes in antiphase, so

\[
\Gamma_{\rm ac}\to\Delta_1+\Delta_5,\qquad
\Gamma_{\rm opt}\to\Delta_2'+\Delta_5 .
\]

**3. Labels on \(\Sigma\)**

For \(k=(2\pi/a)(q,q,0)\) use two signs: \(m\) for the ordinary mirror \(x\leftrightarrow y\), and \(g\) for the glide \(z\to-z\), which swaps sublattices. Numbering differs between tables, so I define \((m,g)\) as \(\Sigma_1(++)\), \(\Sigma_2(--)\), \(\Sigma_3(+-)\), \(\Sigma_4(-+)\).

The phonon characters are 6 for the identity, 2 for the mirror and 0 for the glide and the twofold rotation. An irrep therefore occurs \((6+2m)/4\) times: twice for \(m=+1\), once for \(m=-1\).

Let \(L\) be motion along [110] and \(W\) motion along \([1\bar10]\). Applying the two operations gives:

- \(\Sigma_1\): \(L\) in phase and \(z\) in antiphase.
- \(\Sigma_3\): \(L\) in antiphase and \(z\) in phase.
- \(\Sigma_4\): \(W\) in phase.
- \(\Sigma_2\): \(W\) in antiphase.

Hence

\[
\Gamma_{\rm ac}\to\Sigma_1+\Sigma_3+\Sigma_4,\qquad
\Gamma_{\rm opt}\to\Sigma_1+\Sigma_2+\Sigma_3 .
\]

The \(\Sigma_1\) branches thus mix longitudinal and \(z\) motion; "LA" is not an exact polarization label inside the line. Symmetry forces the mixing to vanish only as \(q\to0\) and at \(q=1\), where the extra symmetry of section 4 separates \(z\) from in-plane motion. Inside the line no symmetry makes it vanish. The coupling is a real function of \(q\) (section 5), so it can still change sign at an isolated point, and such a zero persists over a range of forces while its position moves with them.

**4. What happens at X**

On \(\Delta\), shift \(k\) by \(K=(4\pi/a)(1,0,0)\). The physical wave is unchanged if \(e_B\) is multiplied by \(e^{-iK\cdot\tau}=e^{-i\pi}=-1\). In-phase \(x\) motion at \(q\) is therefore antiphase \(x\) motion at \(q-2\). Since inversion makes \(\omega\) even in \(q\) for each of these labels,

\[
\omega_{\Delta_1}(q)=\omega_{\Delta_2'}(2-q).
\]

At \(q=1\) the two longitudinal branches must meet, with opposite slopes. The same shift turns \(\Delta_5\) into \(\Delta_5\), so it forces no contact between TA and TO. Thus X has one longitudinal level, \(\Delta_1+\Delta_2'\), and two transverse levels, each \(\Delta_5\).

At the end of \(\Sigma\), \(k=(2\pi/a)(1,1,0)\), which is equivalent to \((2\pi/a)(0,0,1)\). Longitudinal motion there is motion along \(z\). Twofold rotation about \(z\) is now a symmetry with no extra sign on B, and it separates \(z\) from in-plane motion.

The operation \((x,y,z)\to(y,-x,-z)\) keeps the sublattices and has \(G=(2\pi/a)(0,-2,0)\), so B acquires \(e^{iG\cdot\tau}=-1\). It turns

- \(z\) in phase into \(z\) in antiphase, joining \(\Sigma_3\) and \(\Sigma_1\);
- \(L\) in phase into \(W\) in antiphase, joining \(\Sigma_1\) and \(\Sigma_2\);
- \(L\) in antiphase into \(W\) in phase, joining \(\Sigma_3\) and \(\Sigma_4\).

The longitudinal X level gives \(\Sigma_1+\Sigma_3\), one transverse level \(\Sigma_1+\Sigma_2\), the other \(\Sigma_3+\Sigma_4\). Which transverse level is lower depends on the forces.

**5. The crossing rule**

By Schur's lemma, \(D\) has no matrix element between different irreps. If their frequency difference changes sign along the line, there is a true crossing. A small symmetry-preserving change of the forces moves the zero but cannot remove it. A large change can push it to the end of the line or merge it with another zero.

Two branches of the same irrep form a block with diagonal elements \(A,B\) and coupling \(g\). Its eigenvalues are

\[
\lambda_\pm=\frac{A+B}{2}\pm\sqrt{\frac{(A-B)^2}{4}+|g|^2},
\]

so \(\lambda_+-\lambda_-=\sqrt{(A-B)^2+4|g|^2}\), and a crossing needs both \(A=B\) and \(g=0\). Up to an overall phase, inversion combined with time reversal acts as "conjugate and swap the two sublattices". It leaves a real in-phase vector unchanged, and also \(i\) times a real antiphase vector. In that basis the block is real, so there are two real conditions but one variable, \(q\). Generically they are not met together.

The decisions are:

- On \(\Delta\), \(\Delta_1\)–\(\Delta_5\) and \(\Delta_2'\)–\(\Delta_5\) crossings are protected, the \(\Delta_1\)–\(\Delta_2'\) contact at X is compulsory, and \(\Delta_5\)–\(\Delta_5\) is avoided.
- On \(\Sigma\), crossings of different labels are protected; \(\Sigma_1\)–\(\Sigma_1\) and \(\Sigma_3\)–\(\Sigma_3\) are avoided.

**6. A lattice that shows each case**

Take round parameters, not a material: mass \(M=30\) u, nearest-neighbour constants \(\alpha=100\) and \(\beta=25\) N/m, and a central second-neighbour spring \(\gamma=40\) N/m. For a bond \(\delta\), the force-constant matrix coupling A to B is \(-C\), with \(C_{ii}=\alpha\) and \(C_{ij}=\beta\,\mathrm{sgn}(\delta_i\delta_j)\) for \(i\ne j\). Read as a sum of pair springs, the transverse bond stiffness costs energy under a rigid rotation. The bulk force constants still give zero force on every atom under a rotation, by the cubic site symmetry, and the space-group classification is unaffected.

Let \(\varphi=\pi q/2\), \(s=\sin\varphi\), \(c=\cos\varphi\) and \(w=M\omega^2/4\). The on-site nearest-neighbour term is \(4\alpha\).

*Line \(\Delta\).* Two bonds have phase \(e^{i\varphi}\) and two \(e^{-i\varphi}\). In \(\sum C e^{ik\cdot\delta}\) the diagonal is \(4\alpha c\), the \(yz\) element is \(4i\beta s\), and \(xy\) and \(xz\) cancel. The second neighbours add \(8\gamma s^2\) to \(x\) motion and \(4\gamma s^2\) to \(y\) and \(z\). After division by 4,

\[
w_{\Delta_1,\Delta_2'}=\alpha(1\mp c)+2\gamma s^2 .
\]

For \(\Delta_5\), in-phase \(y\) and antiphase \(z\) have diagonal elements \(\alpha(1\mp c)+\gamma s^2\) and coupling of size \(\beta s\), so

\[
w_{\Delta_5}=\alpha+\gamma s^2\mp\sqrt{\alpha^2c^2+\beta^2s^2}.
\]

At \(\Gamma\) the optical value is \(w=2\alpha=200\) N/m, or 20.169 THz. Other frequencies follow from \(\nu=20.169\sqrt{w/200}\) THz, with \(w\) in N/m. At X, \(w=\alpha+\gamma\mp\beta=115\) and 165 N/m for the transverse levels, and \(\alpha+2\gamma=180\) N/m for the longitudinal one: 15.294, 18.319 and 19.134 THz. Without \(\beta\), TA and TO would also meet at X; \(\beta\) separates them, while LA and LO still touch.

The LA branch starts below TO and ends above it. Equating \(w_{\Delta_1}\) to the upper \(w_{\Delta_5}\) gives

\[
\gamma s^2-\alpha c=\sqrt{\alpha^2c^2+\beta^2s^2}.
\]

Square, cancel \(\alpha^2c^2\), divide by \(s^2\), and use \(s^2=1-c^2\):

\[
c^2+\frac{2\alpha}{\gamma}c+\frac{\beta^2}{\gamma^2}-1=0,
\]

\[
c=-2.5+\sqrt{6.25+1-0.3906}=0.119 .
\]

Thus \(q=(2/\pi)\arccos c=0.924\), at 18.428 THz. The left side before squaring is positive, so the root is genuine. Three modes are degenerate there, one from \(\Delta_1\) and two from \(\Delta_5\). For positive constants a root with \(0<c<1\) requires \(\gamma>\beta\). At \(\gamma=\beta\) it reaches X. For smaller \(\gamma\) it passes through X onto the \(\Delta_2'\) branch, as \(\omega_{\Delta_1}(q)=\omega_{\Delta_2'}(2-q)\) implies, and becomes an LO–TO crossing (at \(q\approx0.96\) for \(\gamma=20\) N/m). It reaches \(\Gamma\) at \(\gamma=\beta^2/2\alpha\approx3.1\) N/m; below that value neither longitudinal branch crosses TO. Protection does not mean that a crossing must occur.

*Line \(\Sigma\).* The bond phases are \(e^{2i\varphi},1,1,e^{-2i\varphi}\). In the bond sum the diagonal is \(2+2\cos2\varphi=4c^2\) times \(\alpha\), the \(xy\) element is \((2\cos2\varphi-2)\beta=-4\beta s^2\), and \(xz\) and \(yz\) are each \(2i\beta\sin2\varphi\). The second neighbours add \(4\gamma s^2+4\gamma\sin^22\varphi\) to \(L\), \(4\gamma s^2\) to \(W\), and \(8\gamma s^2\) to \(z\). Therefore

\[
w_{\Sigma_4}=(\alpha-\beta+\gamma)s^2,\qquad
w_{\Sigma_2}=\alpha(1+c^2)+(\beta+\gamma)s^2 .
\]

The \(\Sigma_1\) diagonal elements, for \(L\) and \(z\), are

\[
(\alpha+\beta+\gamma)s^2+\gamma\sin^22\varphi,\qquad
\alpha(1+c^2)+2\gamma s^2,
\]

and those of \(\Sigma_3\) are

\[
A=\alpha(1+c^2)+(\gamma-\beta)s^2+\gamma\sin^22\varphi,\qquad
B=(\alpha+2\gamma)s^2 .
\]

Rotating \(x,y\) to \(L,W\) makes the \(Lz\) element of the bond sum \(2\sqrt2\,i\beta\sin2\varphi\). Division by 4 gives \(|g|=\beta|\sin2\varphi|/\sqrt2\) in both blocks.

Now follow the \(\Sigma_3\) pair. With \(S=s^2\) and \(\sin^22\varphi=4S(1-S)\), in N/m,

\[
A=200+75S-160S^2,\qquad B=180S .
\]

Setting \(A=B\) gives \(160S^2+105S-200=0\), so \(S=0.837\) and \(q=0.7355\). Without coupling, both modes would lie at 17.506 THz. But \(|g|^2=2\beta^2S(1-S)\) gives \(|g|=13.1\) N/m, and \(w=150.7\pm13.1\) N/m yields 16.730 and 18.248 THz.

The smallest frequency gap, 1.495 THz (49.9 cm\(^{-1}\)), lies slightly further on, at \(q=0.7462\): at \(A=B\) the coupling is still decreasing with \(q\). The longitudinal weight of the lower branch rises from 0.025 at \(q=0.5\) through 0.500 at \(A=B\) to 0.990 at \(q=0.9\). The branches exchange polarization without touching.

The protected crossings on \(\Sigma\) are:

- upper \(\Sigma_1\) with upper \(\Sigma_3\), at \(q=0.5479\) and 19.845 THz;
- \(\Sigma_2\) with upper \(\Sigma_3\), at \(q=0.6572\) and 18.823 THz, and again at \(q=0.8141\) and 18.480 THz.

For the last two, insert \(w_{\Sigma_2}=200-35S\) into \((A-w)(B-w)=|g|^2\) and divide by \(S\):

\[
(110-160S)(215S-200)=1250(1-S),
\]

\[
34400S^2-56900S+23250=0 .
\]

The roots \(S=0.737\) and 0.917 give the two positions. If changed forces made the discriminant negative, the crossings would first merge and then disappear as a pair.

**7. Changing the forces and the symmetry**

Adding symmetry-allowed second-neighbour forces (for the neighbour of A at \((a/2)(1,1,0)\): \(C_{xx}=C_{yy}=4\), \(C_{xy}=C_{yx}=6\), \(C_{zz}=-3\), \(C_{xz}=C_{yz}=-C_{zx}=-C_{zy}=5\) N/m, the others by symmetry) moves the \(\Sigma_1\)–\(\Sigma_3\) crossing to \(q=0.5314\) and 20.414 THz, but leaves it closed.

The \(\Sigma_3\) pair behaves differently. At \(\beta=0\) its coupling vanishes in the simple model, and the gap closes. That crossing is accidental: the same extra forces open a gap of 0.885 THz while preserving all the symmetry.

Next make the masses 30.9 and 29.1 u, keeping the original forces. Every operation that swaps sublattices is lost. On \(\Sigma\) only \(m\) survives, so \(\Sigma_1\) and \(\Sigma_3\) can mix, and their former crossing opens by 0.055 THz. To first order the mass difference couples in-phase to antiphase motion of the same polarization, and the opening is \(0.03\,\nu\) times the overlap of the two modes after the sign of \(e_B\) is reversed in one of them. The upper \(\Sigma_1\) mode is mainly \(z\) (amplitude 0.960, with 0.281 of \(L\)) and the upper \(\Sigma_3\) mode mainly \(L\) (0.982, with 0.190 of \(z\)), so each term in the overlap is the product of one large and one small amplitude. The \(Lz\) couplings of the two blocks make the two terms opposite in sign: \(0.281\times0.982-0.190\times0.960=0.093\), and \(0.03\times19.845\times0.093\approx0.055\) THz. The smallness is thus partly a cancellation in this model.

A \(\Sigma_2\)–\(\Sigma_3\) crossing, between opposite values of \(m\), survives at \(q=0.6624\). On \(\Delta\), the LA–TO crossing survives at \(q=0.9308\), because \(C_2\) still distinguishes longitudinal from transverse motion.

The longitudinal contact at X is lost. There \(c=0\), so \(x\) motion on the two sublattices is uncoupled, and the levels scale as the inverse square roots of the masses:

\[
19.134\left(\frac1{\sqrt{0.97}}-\frac1{\sqrt{1.03}}\right)=0.574\ \text{THz}.
\]

This isolates the effect of mass. A real compound may also have nonzero Born charges, which require the nonanalytic term omitted here.

**8. Labelling your DFPT branches**

Apply the mirror and glide to the eigenvectors on \(\Sigma\). On \(\Delta\), separate longitudinal from transverse motion, then in-phase from antiphase longitudinal motion. Join branches within each label.

If your code uses the phase of the cell origin instead of the atomic position, first multiply \(e_B\) by \(e^{-ik\cdot\tau}\). At a degeneracy, apply the operations to the whole degenerate subspace, since individual eigenvectors there are arbitrary mixtures.

Also check that the interpolated force constants respect the space group. An error that breaks it can introduce a forbidden coupling and a false gap. A finer \(q\) mesh resolves the shape of a near miss, but the labels determine whether the crossing is protected. The numerical output below collects the levels and crossings.

## Computed values

```
alpha, beta, gamma = 100, 25, 40 N/m; mass = 30 u
Delta content: D1 + D2' + 2D5
Sigma content: 2S1 + S2 + 2S3 + S4
Gamma level 0.000 THz -> Delta: D1 + D5
Gamma level 20.169 THz -> Delta: D2' + D5
Gamma level 0.000 THz -> Sigma: S1 + S3 + S4
Gamma level 20.169 THz -> Sigma: S1 + S2 + S3
X level 15.294 THz -> Delta: D5
X level 18.319 THz -> Delta: D5
X level 19.134 THz -> Delta: D1 + D2'
X level 15.294 THz -> Sigma: S3 + S4
X level 18.319 THz -> Sigma: S1 + S2
X level 19.134 THz -> Sigma: S1 + S3
protected on Delta: D1 (branch 1) x D5 (branch 2), q = 0.9240 (2pi/a), 18.428 THz
protected on Sigma: S1 (branch 2) x S3 (branch 2), q = 0.5479 (2pi/a), 19.845 THz
protected on Sigma: S2 (branch 1) x S3 (branch 2), q = 0.6572 (2pi/a), 18.823 THz
protected on Sigma: S2 (branch 1) x S3 (branch 2), q = 0.8141 (2pi/a), 18.480 THz
S1 x S3 with extra symmetric forces: q = 0.5314 (2pi/a), 20.414 THz
S3 uncoupled crossing: q = 0.7355 (2pi/a), 17.506 THz
S3 coupled branches there: 16.730 and 18.248 THz
S3 smallest gap: 1.495 THz = 49.9 cm^-1 at q = 0.7462 (2pi/a)
lower S3 branch, q = 0.5000 (2pi/a): longitudinal weight 0.025 (no unit)
lower S3 branch, q = 0.7355 (2pi/a): longitudinal weight 0.500 (no unit)
lower S3 branch, q = 0.9000 (2pi/a): longitudinal weight 0.990 (no unit)
S3 gap, beta = 0: 0.0000 THz; with extra symmetric forces: 0.885 THz
masses 30.9 and 29.1 u: S1 x S3 opens by 0.055 THz
unequal masses: mirror-protected Sigma crossing stays, q = 0.6624 (2pi/a)
unequal masses: longitudinal-transverse Delta crossing stays, q = 0.9308 (2pi/a)
unequal masses: longitudinal X level splits by 0.574 THz
```
